# Mean Desorption Residence Time of a Weakly Bound Atom

## Problem

An atom sits on the wall of a plasma reactor, held by an adsorption energy $E=0.50$ eV. The wall is at $T=300$ K, and the atom makes one attempt to escape in each vibrational time $t_0=10^{-13}$ s.

(a) Estimate by scaling how long the atom stays before it desorbs thermally.

(b) Find the mean residence time $\tau$ from a definite model of the escape, and compare it with the estimate.

(c) Find how strongly $\tau$ depends on $E$, on $T$ and on the meaning given to $t_0$.

(d) Let the atom be oxygen on a silica-like wall facing an oxygen plasma. Decide whether $\tau$ is also the time that the atom really spends on the wall.

The energy $E$ is measured from the bottom of the adsorption well to the level of a free atom at rest. Until part (d), desorption is the sole way of leaving, and all sites are alike.

## First estimate by scaling

The data contain one time, $t_0$, and two energies, $E$ and $kT$, where $k$ is Boltzmann's constant. A residence time built from them must have the form
$$
\tau=t_0\,f\!\left(\frac{E}{kT}\right),
$$
because the function $f$ has no unit and can depend only on a ratio of energies. Dimensions do not determine $f$. In thermal equilibrium, however, states at energy $E$ above the bottom carry a weight $e^{-E/kT}$. If this is roughly the chance that one attempt succeeds, about $e^{E/kT}$ attempts are needed.

Near room temperature $kT$ is about $1/40$ eV, so $E/kT\approx 0.50\times 40=20$. Since $\ln 10\approx 2.303$,
$$
e^{20}=10^{20/2.303}\approx 10^{8.7}\approx 5\times10^{8},
\qquad
\tau\approx 5\times10^{8}\times10^{-13}\ \text{s}=5\times10^{-5}\ \text{s}.
$$
The estimate is therefore some tens of microseconds. It leaves two questions open: whether a numerical factor stands in front of the exponential, and how much harm was done by rounding $kT$.

## Exact solution of the attempt model

### The chance of success in one attempt

Let the atom, of mass $m$, vibrate perpendicular to the wall as a classical harmonic oscillator of angular frequency $\omega=2\pi/t_0$. With displacement $z$ and momentum $p$, its energy is
$$
H=\frac{p^2}{2m}+\frac{m\omega^2z^2}{2}.
$$
The model assumes that contact with the wall redraws this energy from the Boltzmann distribution between attempts, and that an atom whose energy exceeds $E$ leaves and does not return.

Introduce the scaled variables
$$
X=z\sqrt{\frac{m\omega^2}{kT}},\qquad Y=\frac{p}{\sqrt{mkT}},
\qquad\text{so that}\qquad \frac{H}{kT}=\frac{X^2+Y^2}{2}.
$$
The normalized Boltzmann density in the $(X,Y)$ plane is $(2\pi)^{-1}e^{-(X^2+Y^2)/2}$. The condition $H>E$ selects the region outside a circle of radius $R=\sqrt{2E/kT}$. In polar coordinates the area element is $r\,dr\,d\varphi$, and the angular integral gives $2\pi$, which cancels the normalization. The success probability is
$$
P=\int_R^\infty r\,e^{-r^2/2}\,dr
=\left[-e^{-r^2/2}\right]_R^\infty
=e^{-R^2/2}=e^{-E/kT}.
$$
The factor in front is one because the oscillator has two quadratic energy terms, one in position and one in momentum. They make the integration two-dimensional, and the factor $r$ in the area element is what makes the integral elementary.

### The mean waiting time

For the first success to come at attempt $n$, the previous $n-1$ attempts must fail. The probability of this is $P(1-P)^{n-1}$, and the mean number of attempts is
$$
\langle n\rangle=\sum_{n=1}^{\infty}nP(1-P)^{n-1}.
$$
Write $q=1-P$. Differentiating the geometric series $\sum_{n=0}^\infty q^n=1/(1-q)$ with respect to $q$ gives
$$
\sum_{n=1}^\infty nq^{n-1}=\frac{1}{(1-q)^2}=\frac1{P^2}.
$$
Hence $\langle n\rangle=P/P^2=1/P$. Each attempt takes $t_0$, so
$$
\boxed{\tau=\frac{t_0}{P}=t_0\,e^{E/kT}.}
$$

The spread about this mean is wide. After a time $t=nt_0$ the atom is still present with probability
$$
(1-P)^n=e^{n\ln(1-P)}\approx e^{-nP}=e^{-t/\tau},
$$
where $\ln(1-P)\approx-P$ holds for small $P$. A fraction $1/e$, or 37%, of the atoms stay longer than the mean.

This was tested by random sampling at a lower barrier, $E/kT=5$, where escapes are frequent enough to count. Four million draws of $X$ and $Y$ gave a mean wait of 149.0 attempts, against $e^5=148.4$. The fraction outlasting the mean was 0.367, against $1/e=0.368$.

### The same rate from an equilibrium flux

The rate can also be found without counting attempts. Cut the harmonic well off at the displacement $z_e$ where its potential energy reaches $E$. In equilibrium, the rate of escape is the probability density at $z_e$ times the mean outward speed there.

The density at the edge is $e^{-E/kT}/Z$. For $E\gg kT$ the cut barely changes the normalization integral, so
$$
Z=\int_{-\infty}^{z_e}e^{-m\omega^2z^2/2kT}\,dz\approx\sqrt{\frac{2\pi kT}{m\omega^2}}.
$$
The outward speed, with inward-moving atoms counted as zero, averages to
$$
\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v\,e^{-mv^2/2kT}\,dv
=\sqrt{\frac{m}{2\pi kT}}\;\frac{kT}{m}=\sqrt{\frac{kT}{2\pi m}}.
$$
Multiplying the density by the speed gives
$$
\frac1\tau=\sqrt{\frac{kT}{2\pi m}}\sqrt{\frac{m\omega^2}{2\pi kT}}\;e^{-E/kT}
=\frac{\omega}{2\pi}\,e^{-E/kT}=\frac{e^{-E/kT}}{t_0}.
$$
The mass cancels and the earlier result returns. Numerical integration for the data of the problem, with the cut in $Z$ retained, gives the same $\tau$ to the four digits printed.

This derivation shows what the wall must do: it must keep the well populated according to Boltzmann right up to the escape energy. If energy passes between wall and atom too slowly, the states near the top are drained faster than they are refilled, and the atom stays longer than $\tau$. Atoms that cross the edge and fall back also lengthen the stay.

### Numbers

The thermal energy is $kT=0.025852$ eV, so
$$
\frac{E}{kT}=\frac{0.50}{0.025852}=19.341,\qquad e^{19.341}=2.510\times10^8,
$$
$$
\tau=10^{-13}\ \text{s}\times2.510\times10^8=2.51\times10^{-5}\ \text{s}=25.1\ \mu\text{s}.
$$
The desorption rate is $1/\tau=3.98\times10^4$ per second. Inverting the law, $E=kT\ln(\tau/t_0)$, shows that a residence time of 25 microseconds corresponds to $E=0.4999$ eV.

## Comparison of the two

The estimate was 50 microseconds and the model gives 25. The functional form was right and the prefactor is one, so the difference comes from rounding $kT$. The exponent was taken as 20 instead of 19.34, and $e^{20-19.34}=e^{0.66}\approx1.9$. An error of 3% in the exponent has become a factor of nearly two in the time.

The same amplification governs the response to the data. At fixed $T$ and $t_0$, raising the energy by $\Delta E$ multiplies $\tau$ by $e^{\Delta E/kT}$. For $\Delta E=0.05$ eV the factor is $e^{1.934}=6.92$, and $\tau$ becomes 174 microseconds. At fixed $E$ and $t_0$, differentiating $\ln\tau=\ln t_0+E/kT$ gives
$$
\frac{d\ln\tau}{dT}=-\frac{E}{kT^2}.
$$
For a finite step from 300 to 310 K the exponent falls from 19.341 to $19.341\times300/310=18.717$. The factor is $e^{-0.624}=0.536$, and $\tau$ drops to about 13 microseconds. An adsorption energy uncertain by 0.05 eV thus leaves $\tau$ uncertain by a factor of seven in either direction.

When $kT$ approaches $E$, the formula tends towards a time of order $t_0$, but its basis is lost: the atom is no longer trapped for many vibrations, and the approximation $E\gg kT$ fails.

## What the vibrational time stands for

In the answer above, $t_0$ is an effective attempt time, defined by writing the rate as $e^{-E/kT}/t_0$. If it is instead the literal period of the perpendicular vibration, three corrections must be considered. Each is sized separately here, with $E$, $T$ and $t_0$ held fixed.

**Anharmonicity.** A real well flattens towards the outside. Take the Morse form $V=E(1-e^{-az})^2$, with $a$ chosen to give the same curvature at the bottom. In the flux formula $\tau$ is proportional to $Z$, so the ratio of the two values of $Z$ is needed. Substitute $y=1-e^{-az}$, for which
$$
a\,dz=\frac{dy}{1-y}=(1+y+y^2+\dots)\,dy.
$$
The weight $e^{-Ey^2/kT}$ is a Gaussian with $\langle y\rangle=0$ and $\langle y^2\rangle=kT/2E$. To leading order, $\tau$ is therefore multiplied by $1+kT/2E=1.026$. Numerical integration, stopped at a distance $10/a$ outside the minimum, gives 1.028. The effect is about 3%.

**Quantized vibration.** Count states in units of Planck's constant $h$. The outward flux at the escape level is
$$
\int_0^\infty\frac pm\,e^{-p^2/2mkT}\,\frac{dp}{h}\;e^{-E/kT}=\frac{kT}{h}\,e^{-E/kT},
$$
and the rate is this flux divided by the partition function $Q$ of the well. Let $u=h/(t_0kT)$, the vibrational quantum in units of $kT$. Here $u=1.600$, so the vibration is not really classical. The classical partition function is $1/u$, which reproduces the earlier rate. The sum over oscillator levels is
$$
Q=\sum_{n=0}^\infty e^{-(n+1/2)u}=\frac{e^{-u/2}}{1-e^{-u}}=\frac{1}{2\sinh(u/2)}.
$$
The rate is multiplied by $(1/u)/Q=2\sinh(u/2)/u=1.110$, and $\tau$ becomes 22.6 microseconds.

This holds with $E$ measured from the bottom of the well. If the quoted 0.50 eV is measured from the lowest vibrational level, the factor $e^{-u/2}$ drops out of $Q$, and
$$
\tau=\frac{h}{kT}\,\frac{e^{E/kT}}{1-e^{-u}}=50.3\ \mu\text{s}.
$$
The well is then deeper by half a quantum, which accounts for the factor $e^{u/2}=e^{0.8}\approx2.2$ between the two values. The zero of the energy must be stated before even the first digit of $\tau$ means anything.

**Motion along the surface.** Suppose that the bound atom is confined sideways by a potential $\tfrac12B[1-\cos(2\pi x/a_s)]$ along each of two axes, with site spacing $a_s$, while at the escape point it moves freely over the whole site. Along one axis, the thermally accessible fraction of the spacing is
$$
f=\frac1{a_s}\int_0^{a_s}e^{-b[1-\cos(2\pi x/a_s)]}\,dx=e^{-b}I_0(b),\qquad b=\frac{B}{2kT},
$$
where $I_0(b)=(2\pi)^{-1}\int_0^{2\pi}e^{b\cos\varphi}\,d\varphi$ is a modified Bessel function. The escape region offers more room by the factor $1/f^2$, and the rate rises by that factor. For $B=0.25$ eV, $b=4.835$ and $1/f^2=28.6$. A literal period of $10^{-13}$ s would then give $\tau=25.1/28.6=0.88$ microseconds.

This is the largest of the three corrections. The value of 25 microseconds therefore belongs to an effective $t_0$ of $10^{-13}$ s, in which such effects are already included.

## Is this the time spent on the wall?

### Arrivals

For part (d), take an oxygen atom density $n_g=10^{14}$ cm$^{-3}$ at 300 K and a site area of 0.10 nm$^2$, which is $10^{-15}$ cm$^2$. The mean speed is 630 m/s, or $6.30\times10^4$ cm/s. The flux onto the wall is
$$
\frac{n_g\bar v}{4}=\frac{10^{14}\times6.30\times10^4}{4}\approx1.575\times10^{18}\ \text{cm}^{-2}\,\text{s}^{-1},
$$
so each site receives $J=1575$ atoms per second. During one time $\tau$ it receives $J\tau=0.0395$ atoms. If every arriving atom sticks and desorption is the only loss, about 4% of the sites are occupied, and direct hits on an adsorbed atom are rare.

An ion flux of $10^{15}$ cm$^{-2}$ s$^{-1}$ gives $2.5\times10^{-5}$ hits per site during $\tau$. Even if each ion cleared a hundred sites, it would remove well under 1% of the atoms in that time.

### Meetings between adsorbed atoms

An adsorbed atom also hops along the surface. With the barrier $B=0.25$ eV and the same attempt time, its total hop rate is
$$
h_s=\frac{e^{-B/kT}}{t_0}=6.31\times10^8\ \text{s}^{-1}.
$$
A flux calculation for the cosine potential, summed over four neighbouring sites, gives $6.73\times10^8$ per second, which supports this choice. During 25 microseconds the atom would hop about 15,800 times. With 4% of the sites occupied, it would meet many other atoms long before desorbing.

As a limiting case, let every meeting form a molecule that leaves at once. Let $\theta$ be the fraction of occupied sites. In the mean-field approximation a hop ends on an occupied site with probability $\theta$, so there are $h_s\theta^2$ meetings per site and second, and each removes two atoms. For $\theta\ll1$ the steady state obeys
$$
J=\frac\theta\tau+2h_s\theta^2,
\qquad
\theta=\frac{-1/\tau+\sqrt{1/\tau^2+8h_sJ}}{4h_s}.
$$
The positive root is taken because $\theta$ cannot be negative. The numbers give $\theta=1.10\times10^{-3}$. The mean lifetime is the number of atoms present divided by the number arriving per second, $\theta/J=0.70$ microseconds.

A simulation on a periodic lattice of $200\times200$ sites, with 2500 counted arrivals, drops the mean-field assumption. It gives a lifetime of about 1.1 microseconds, longer than the mean-field value by a factor of 1.6. In the simulation between 4 and 5% of the atoms desorb singly; the rest recombine.

In this limiting case the atom spends about 1 microsecond on the wall, not 25. The value of $\tau$ has not changed: it is still the inverse of the desorption rate, but a faster process now ends most stays.

This conclusion takes $\tau=25$ microseconds together with $B=0.25$ eV. With every arriving atom sticking, the two fit together only if the literal perpendicular period is $28.6\times10^{-13}\approx2.9\times10^{-12}$ s. That means a thermal amplitude near 0.18 nm, which is implausibly soft for a well 0.50 eV deep. If $10^{-13}$ s is the literal period, $\tau$ is 0.88 microseconds. The steady-state equation then gives a lifetime of 0.48 microseconds with about 45% of the atoms recombining, so desorption and recombination compete on nearly equal terms.

### When desorption does set the lifetime

Keep the assumption that every meeting forms a molecule. Desorption then dominates when $2h_s\theta^2\ll\theta/\tau$. In that limit $\theta\approx J\tau$, and the condition becomes
$$
J\ll\frac{1}{2h_s\tau^2}=\frac{1/\tau}{2h_s\tau}=\frac{3.98\times10^4\ \text{s}^{-1}}{2\times15842}\approx1.3\ \text{s}^{-1}.
$$
The plasma supplies over a thousand times more than this mean-field threshold. On a lattice a hopping atom keeps returning to sites it has already visited. This raises the threshold by a factor of about $\ln(8h_s\tau)/\pi\approx3.7$ and leaves a margin of about three hundred. In the opposite limit the desorption term drops out, $\theta\approx\sqrt{J/2h_s}$, and the lifetime is $1/\sqrt{2h_sJ}$. It then depends on the gas density and on the hopping barrier, but no longer on $E$.

### The real wall

The densities, site area and barriers used here are rough typical values for a low-pressure oxygen plasma, and 0.50 eV is on the strong side for a physically adsorbed atom. Real silica-like walls break the assumption of identical sites. They have a spread of binding energies, and by the factor found above, 0.05 eV more or less moves $\tau$ by seven times. They also have chemically binding sites, which hold atoms far longer and offer further partners for recombination. On the other hand, not every meeting need produce a molecule, and here the limiting case departs from real silica. It makes about 95% of the arriving atoms recombine, whereas measured recombination probabilities on silica near room temperature are far smaller, often a percent or less.

Let a hop towards an occupied site react only with probability $e^{-W/kT}$. Here $W$ is a barrier added to the hopping barrier, so the total barrier to reaction is $B+W$, and $h_s$ in the steady-state equation is replaced by $h_se^{-W/kT}$. The mean-field lifetime is then 18 microseconds for $W=0.20$ eV and 24.8 microseconds for $W=0.30$ eV, where only about 1% of the atoms recombine in surface meetings. Direct hits from the gas, about 4% per stay, are not counted as reactions here. The zero of the barrier matters: a total barrier of 0.30 eV measured from the well bottoms corresponds to $W=0.05$ eV, and the mean-field lifetime is then only 1.8 microseconds. The answer to part (d) therefore depends on how readily a meeting reacts. If all sites are alike and few arriving atoms recombine, a weakly bound atom stays for nearly the full $\tau$; a lifetime of about 1 microsecond requires that a large share of the meetings form molecules. Where binding energies vary from site to site, the mean stay without recombination can be well above the $\tau$ of an average site. If every site, even the deepest, is rarely occupied and all sites receive equal arrivals, a site with residence time $\tau_i$ then holds $J\tau_i$ atoms on average. Thermal hopping does not change this, because in equilibrium the hops between any two sites balance. The mean stay is therefore the average of $\tau_i$ over the sites, in which the deepest sites weigh most, whether the atoms are mobile or not. At the arrival rate used here, $J\tau_i$ reaches one for a site about 0.08 eV deeper than 0.50 eV. Such sites fill up and turn new arrivals away, and the mean stay is then shorter than this average. For a wall at 310 K, the figure of 25 microseconds would already be 13. The numerical output below lists the values used, apart from the cases with a barrier $W$ or with $\tau=0.88$ microseconds, which follow from the steady-state equation, and the estimates of the literal period and of the lattice threshold.

## Calculated quantities

```
Adsorption energy E = 0.50 eV
Wall temperature T = 300 K
Attempt time t0 = 1.0e-13 s
Thermal energy kT = 0.025852 eV
E/kT = 19.3409
Mean number of attempts exp(E/kT) = 2.5097e+08
Success chance per attempt = 3.9845e-09
Residence time tau = 25.10 microseconds
Desorption rate 1/tau = 3.9845e+04 per s
tau from flux integral = 25.10 microseconds
Energy for exactly 25 microseconds = 0.49990 eV
Sampling test: barrier/kT = 5.0
Sampling test: mean attempts, sampled = 149.0
Sampling test: mean attempts, formula = 148.4
Sampling test: fraction outlasting mean = 0.367
Exponential law: fraction outlasting mean = 0.368
tau at E + 0.05 eV = 173.6 microseconds
Factor in tau for +0.05 eV = 6.92
tau at T + 10 K = 13.45 microseconds
Factor in tau for +10 K = 0.536
Morse factor in tau, quadrature = 1.0282
Morse factor, first order = 1.0259
Quantum parameter u = h/(t0 kT) = 1.600
Quantum factor in rate, E from bottom = 1.110
Quantum tau, E from bottom = 22.6 microseconds
Quantum tau, E from ground level = 50.3 microseconds
Hopping barrier B = 0.25 eV
Corrugation parameter b = B/(2kT) = 4.835
Sideways area ratio = 28.6
tau divided by area ratio = 0.88 microseconds
O atom density = 1.0e+14 per cm3
Site area = 0.10 nm2
Mean O atom speed = 630 m/s
O atom flux = 1.575e+18 per cm2 per s
Arrivals per site = 1575 per s
Arrivals per site during tau = 0.0395
Ion flux = 1.0e+15 per cm2 per s
Ion hits per site during tau = 2.51e-05
Total hop rate, simple law = 6.312e+08 per s
Total hop rate, flux calculation = 6.731e+08 per s
Hops during tau = 15842
Mean-field coverage with recombination = 1.101e-03
Mean-field lifetime = 0.70 microseconds
Lattice lifetime = 1.11 microseconds
Lattice lifetime / tau = 0.044
Lattice fraction lost by desorption = 0.048
```
